# Joining Close-Range and Equilibrium Pair Potentials with a Monotone Exponential Cubic

Let a repulsive energy $V$ fall by a factor $e$ while a scaled distance $s$ runs from 0 to 1. Write $V=e^{P}$, so that $P$ falls from 0 to $-1$, and ask that its slope be $-A$ at both ends, with $A>0$. If $P$ is a cubic, $-P'$ is a quadratic, and with equal end values it is symmetric about $s=1/2$:

$$-P'(s)=c+d(2s-1)^2 .$$

The end slope requires $c+d=A$. The total fall requires the average of $-P'$ to be 1. Since $(2s-1)^2$ averages to $1/3$, this means $c+d/3=1$. Subtraction gives $d=\tfrac32(A-1)$ and hence $c=\tfrac12(3-A)$.

The midpoint slope is $-c$. For $A>3$ it is positive, and the energy rises in the middle of what should be a repulsive wall. For $A=4$, $c=-\tfrac12$ and $d=\tfrac92$, so $P$ rises where $(2s-1)^2<1/9$, between $s=1/3$ and $s=2/3$. Its gain there is $\tfrac12\cdot\tfrac13-\tfrac92\cdot\tfrac1{81}=\tfrac19$, so $V$ grows by the factor $e^{1/9}\approx1.12$. Throughout, $V=e^P$ is positive. Steep ends use up more than the allotted fall, and the middle has to give some back.

## Why use an exponential cubic at all

An ion or recoil moving through a solid needs two descriptions of the force between atoms. Near the equilibrium spacing, a potential adjusted to the crystal is suitable. At much smaller separations the repulsion is that of two screened nuclei. Let $V_{\rm in}(r)$ be used for $r\le r_1$ and $V_{\rm out}(r)$ for $r\ge r_2>r_1$. Write

$$V_1=V_{\rm in}(r_1),\quad V_2=V_{\rm out}(r_2),\quad m_1=\frac{V_{\rm in}'(r_1)}{V_1},\quad m_2=\frac{V_{\rm out}'(r_2)}{V_2}.$$

The force along increasing separation is $-V'$. I assume $V_1>V_2>0$ and negative slopes at both knots, so $m_1,m_2<0$.

The simplest bridge makes $\ln V$ a straight line. It is positive and decreasing, but its logarithmic slope is everywhere the secant slope

$$\Delta=\frac{\ln(V_2/V_1)}{r_2-r_1}<0,$$

which need not equal $m_1$ or $m_2$. The force then jumps by $V_1|m_1-\Delta|$ at the inner knot and $V_2|m_2-\Delta|$ at the outer one. Removing both jumps adds two conditions to the two on energy, and four conditions call for four coefficients: a cubic exponent.

Set $h=r_2-r_1$, $s=(r-r_1)/h$, $\delta=\ln(V_2/V_1)=h\Delta$ and $P=c_0+c_1s+c_2s^2+c_3s^3$. Energies inside a logarithm are divided by one fixed unit, here the eV; another unit changes $c_0$ alone. Because $V'=P'V$, matching energy and force means matching $P$ and $dP/dr$. At $s=0$ this gives

$$c_0=\ln V_1,\qquad c_1=hm_1 .$$

At $s=1$ it gives

$$c_2+c_3=\delta-hm_1,\qquad 2c_2+3c_3=hm_2-hm_1 .$$

Subtracting twice the first equation from the second yields $c_3$, and the first then yields $c_2$:

$$c_3=hm_1+hm_2-2\delta,\qquad c_2=3\delta-2hm_1-hm_2 .$$

The solution is unique. The naive design stops here: the bridge is positive and all end conditions hold. The opening case shows that this does not settle its shape.

## The missing condition

Since $V>0$, the sign of $V'$ is that of $P'$. Measure the end slopes against the secant:

$$A=\frac{m_1}{\Delta}>0,\qquad B=\frac{m_2}{\Delta}>0 .$$

Differentiating the cubic and dividing by $\delta$ gives $dP/dr=\Delta\,q(s)$ with

$$q(s)=A+2(3-2A-B)s+3(A+B-2)s^2 .$$

As $\Delta<0$, the bridge falls where $q>0$ and rises where $q<0$. With $b=3-A-B$, the same quadratic is

$$q(s)=A(1-s)^2+2b\,s(1-s)+Bs^2 .$$

Expansion confirms this: the coefficient of $s$ is $2b-2A=2(3-2A-B)$, and that of $s^2$ is $A-2b+B=3(A+B-2)$. Now complete the square:

$$q(s)=\left[\sqrt A(1-s)-\sqrt B\,s\right]^2+2\left(b+\sqrt{AB}\right)s(1-s).$$

If $b+\sqrt{AB}\ge0$, both terms are non-negative on $0\le s\le1$. If $b+\sqrt{AB}<0$, choose $s_*=\sqrt A/(\sqrt A+\sqrt B)$, which lies inside the interval. The square vanishes there and $q(s_*)<0$. Therefore the bridge is decreasing if and only if

$$\boxed{A+B-\sqrt{AB}\le3}.$$

At equality $q$ vanishes at the single point $s_*$; the force is zero there, but the energy still decreases strictly across it. For $A=B$ the condition is $A\le3$, as in the opening case.

Two consequences help in choosing knots. If neither ratio exceeds 3, the bridge is safe: calling the larger ratio $A$, we have $B\le\sqrt{AB}$, so the left side is at most $A\le3$. If either ratio exceeds 4, the bridge fails, because

$$A+B-\sqrt{AB}=\left(\sqrt A-\tfrac12\sqrt B\right)^2+\tfrac34B\ge\tfrac34B,$$

and likewise with $A$ and $B$ exchanged. Between 3 and 4 the answer depends on both ends.

When the test fails, the defect can be located. The equation $q=0$ reads $(A-2b+B)s^2-2(A-b)s+A=0$. A quarter of its discriminant is $(A-b)^2-A(A-2b+B)=b^2-AB$, so

$$s_\mp=\frac{A-b\mp\sqrt{b^2-AB}}{A-2b+B}.$$

Because $q$ is positive at both ends and negative at $s_*$, one root lies on each side of $s_*$. At $s_-$ the energy stops falling and begins to rise: a false well. At $s_+$ it turns down again: a false barrier.

## Two limits that restrict the knots

An equilibrium pair potential is negative at its minimum and crosses zero on the repulsive side, at $r_z$ say. The logarithm requires $r_2<r_z$. Being just inside is not enough. Let $r_2=r_z-\varepsilon$ and let $F=-V_{\rm out}'(r_z)>0$. To leading order $V_2=F\varepsilon$ and $m_2=-1/\varepsilon$, so

$$B\simeq\frac{h}{\varepsilon\,\ln[V_1/(F\varepsilon)]}\longrightarrow\infty\quad(\varepsilon\to0).$$

The factor $1/\varepsilon$ outgrows the logarithm. With $r_1$ fixed, an outer knot close enough to the zero makes $B>4$ and spoils the bridge. The force at the knot stays finite; it is the force divided by a vanishing energy that becomes too steep for the exponent.

The opposite temptation is a very short window. Suppose $h\to0$ while $V_1/V_2$ tends to a fixed value above 1. Then $|\Delta|\to\infty$ while $m_1$ and $m_2$ stay finite, so $A,B\to0$ and the monotonicity test passes. But $q\to6s(1-s)$, whose maximum is $3/2$. The logarithmic slope reaches $\tfrac32\delta/h$, and $P''$ at the inner end tends to $6\delta/h^2$. The wall is monotone but contains an artificial, almost abrupt step. Passing the test is necessary for a repulsive wall, not a certificate of a good one.

Where the two branches differ in energy, the window should therefore be wide enough to avoid a step. If they cross, $V_1/V_2$ tends to 1 as a window around the crossing shrinks, and a short window there need not create one. In either case the window should end well before the zero. The procedure is:

1. Choose knots with $V_1>V_2>0$ and negative end slopes.
2. Form $m_1,m_2,\Delta$, then $A$ and $B$.
3. If $A+B-\sqrt{AB}>3$, change the knots; the one with the larger ratio is a reasonable first try.
4. Compute the coefficients, compare curvatures at the knots, and repeat the calculation of interest with other admissible windows.

## A vanadium pair

For two vanadium atoms, $Z=23$, take the Ziegler–Biersack–Littmark (ZBL) universal potential inside:

$$V_{\rm in}=\frac{Z^2e^2}{4\pi\varepsilon_0r}\sum_i C_i e^{-k_i r/a},\qquad a=\frac{0.8854\,a_0}{2Z^{0.23}}=0.01139\ {\rm nm},$$

where $a_0$ is the Bohr radius, $C=(0.18175,\,0.50986,\,0.28022,\,0.02817)$ and $k=(3.19980,\,0.94229,\,0.40290,\,0.20162)$. Outside take a Morse potential,

$$V_{\rm out}=D(g^2-2g),\qquad g=e^{-\kappa(r-R)},$$

with round model values $D=0.5$ eV, $\kappa=13\ {\rm nm}^{-1}$ and $R=0.30$ nm. Its zero is at $g=2$, or $r_z=R-\ln2/\kappa=0.2467$ nm.

Place the knots at 0.10 and 0.20 nm. At the outer knot $g=e^{1.3}=3.669$, so $V_2=0.5(13.46-7.34)=3.06$ eV. The slope is $-2\kappa Dg(g-1)=-127.3$ eV/nm, hence $m_2=-41.58\ {\rm nm}^{-1}$. The ZBL formula gives $V_1=99.63$ eV and $m_1=-39.36\ {\rm nm}^{-1}$. The secant is $\Delta=\ln(3.0626/99.627)/0.10=-34.82\ {\rm nm}^{-1}$. Thus

$$A=1.130,\qquad B=1.194,\qquad A+B-\sqrt{AB}=1.163,$$

and the bridge is decreasing. With $V$ in eV its exponent is

$$P=4.60143-3.93631s+1.58364s^2-1.12950s^3 .$$

At $r=0.15$ nm, $s=1/2$ gives $P=2.888$ and $V=17.96$ eV. A straight-line exponent would have produced force jumps of $99.63(39.36-34.82)\approx452$ eV/nm and $3.06(41.58-34.82)\approx21$ eV/nm; the cubic removes both.

Now hold $r_1$ fixed and move the outer knot to 0.242 nm, still on the positive side of the zero. There $V_2=0.1334$ eV, $m_2=-233.2\ {\rm nm}^{-1}$ and $\Delta=-46.59\ {\rm nm}^{-1}$. The force at the knot has dropped to $0.1334\times233.2\approx31$ eV/nm, yet the logarithmic slope has grown more than fivefold. The ratios are $A=0.845$ and $B=5.005$, and the test gives $3.79>3$. The leading-order formula, with $F=4\kappa D=26$ eV/nm and $\varepsilon=0.00468$ nm, gives $B\approx4.5$, about 10% below the full value and already above 4.

Here $b=-2.850$ and $\sqrt{b^2-AB}=1.973$, so

$$s_\mp=\frac{3.695\mp1.973}{11.549}=0.149,\ 0.491 .$$

The false well is at 0.1212 nm with $V=68.5$ eV, and the false barrier at 0.1697 nm with $V=113.9$ eV. A positive function with perfect end conditions has acquired a pocket 45 eV deep.

Which knot should be moved? Write $L=\ln(V_1/V_2)$, so $B=h|m_2|/L$. Moving $r_1$ changes $h$ at rate $-1$ and $L$ at rate $-|m_1|$, whence

$$\frac{\partial\ln B}{\partial r_1}=-\frac1h+\frac{|m_1|}{L}=\frac{A-1}{h}\approx-1.1\ {\rm nm}^{-1}.$$

Moving $r_2$ changes $h$, $L$ and $m_2$. For the Morse branch $|m_2|=2\kappa(g-1)/(g-2)$ and $dg/dr=-\kappa g$, which give

$$\frac{\partial\ln B}{\partial r_2}=\frac{1-B}{h}+\frac{\kappa g}{(g-1)(g-2)}\approx-28.2+195.6\approx167\ {\rm nm}^{-1},$$

using $g=2.1255$ at the faulty knot. To first order, a shift of 0.001 nm changes $B$ by about 0.1% at the inner knot and 17% at the outer. For small adjustments the outer knot is the effective control here; with $r_2$ left at 0.242 nm, the inner knot would have to move out beyond 0.17 nm to repair the join. With $r_1=0.10$ nm, a numerical root search between 0.22 and 0.246 nm finds equality in the criterion at $r_2=0.2404$ nm, which is 0.0063 nm short of the Morse zero.

## What the defect does to a collision

In a head-on collision governed by the pair potential alone, the relative coordinate obeys $\tfrac12\mu\dot r^2+V(r)=E$, with $\mu$ half the atomic mass and $E$ the centre-of-mass energy. An incoming pair turns at the first separation, counted from outside, where $V=E$. For a stationary target of equal mass, the laboratory energy is $2E$.

Solving $V(r)=E$ numerically for $E=20$ eV gives 0.1466 nm with the sound join and 0.2111 nm with the faulty one. The faulty wall stops the pair 44% farther out, relative to the sound result, although 20 eV is far below both false extrema: the steep outer flank of the barrier is already in the way. At 91.2 eV, midway between the false extrema, the distances are 0.1023 and 0.1864 nm. The sound potential has one turning point at this energy. The faulty one has three, two of which enclose the false well.

A pair released at rest at 0.1242 nm shows the other symptom. On the faulty curve this point lies between well and barrier, so the pair lacks the energy to escape. Integrating the motion for 60 fs with a high-order Runge–Kutta method, the separation never exceeds its starting value. On the sound curve the same pair flies apart to 1.15 nm.

A static calculation of the perfect crystal would not reveal any of this. Held in vanadium's body-centred cubic structure, the Morse crystal has a nearest-neighbour distance of 0.2598 nm at its energy minimum. Every separation exceeds 0.242 nm, so both joins give the same lattice energy and the same response to small uniform strains.

## What remains uncertain after the test passes

The join has continuous force but generally not continuous curvature. From $V''=(P''+P'^2)V$, the sound bridge has curvature $1.86\times10^5$ eV/nm² at $r_1$, against $1.74\times10^5$ from numerical differentiation of the ZBL slope. At $r_2$ it has 4188 eV/nm², against 3931 for Morse. Both jumps are about 7% of the adjoining branch. If continuous curvature is required, this four-condition bridge is insufficient.

The window is also a modelling choice. At 20 eV, with $r_2=0.20$ nm held fixed, inner knots at 0.08 and 0.12 nm give closest approaches of 0.1474 and 0.1457 nm. With $r_1=0.10$ nm held fixed, outer knots at 0.18 and 0.22 nm give 0.1464 and 0.1488 nm. All four joins satisfy the criterion. Their spread, 0.003 nm, is about 2% of the distance. That figure belongs to these four windows, not to every window that passes: knots at 0.05 and 0.24 nm also satisfy the criterion, yet give 0.2025 nm. An outer knot close to the Morse zero can distort the wall badly before it makes the energy rise.

The choice of screening function also changes the inner wall. The krypton–carbon form replaces the ZBL sum by $0.190945e^{-0.278544x}+0.473674e^{-0.637174x}+0.335381e^{-1.919249x}$, with $x=r/a_F$ and $a_F=0.8853a_0/(2\sqrt Z)^{2/3}$. At 0.10 nm it gives 107.1 eV, 7.5% above ZBL; the resulting change in closest approach was not computed. Both forms are universal fits that leave out valence bonding, so their difference does not bound the error of either for a real vanadium pair at this distance.

To set the model beside vanadium metal, I minimised the lattice energy per atom, $E_{\rm at}(a_L)=\tfrac12\sum V_{\rm out}$, over the lattice constant $a_L$. The bulk modulus follows from $2E_{\rm at}''/(9a_L)$, since the volume per atom is $a_L^3/2$. The results are 0.300 nm, 5.12 eV per atom and 176 GPa; enlarging the summed block from 6 to 8 cells in each direction changes the energy by $10^{-8}$ eV. The metal has roughly 0.30 nm, 5 eV and 160 GPa, so these three properties have the right size. Structure and shear stiffness are not reproduced: the same Morse pair favours a face-centred cubic crystal by 0.03 eV per atom, and its body-centred cubic shear modulus $(C_{11}-C_{12})/2$ is about 8 GPa, against roughly 55 GPa in the metal. Pair additivity is an assumption the metal plainly breaks. In an unrelaxed pair model, removing an atom costs twice the cohesive energy per atom, and returning it to the bulk recovers one share, so a vacancy costs 5.1 eV; the real value is roughly 2 eV. Nor does a pair fitted to the bulk describe two isolated atoms: the free V$_2$ molecule is bound by nearly 3 eV at about 0.177 nm, where the sound join gives $+7.3$ eV. The closest approaches quoted above are therefore properties of the model pair, useful for comparing joins, and not predictions for vanadium. How far many-body bonding would move the closest approach is not determined here.

Other omissions can be sized for the 20 eV collision, which is typical of slow recoils late in an implantation cascade rather than of the incoming ion. Lindhard–Scharff electronic stopping, in atomic units $8\pi nZ^{1/6}Z^2v/(2Z^{2/3})^{3/2}$ with $n$ the atomic density and $v$ the speed, gives 11 eV/nm at the laboratory energy of 40 eV. Over the path from neighbour distance to closest approach and back, 0.226 nm, and with the initial speed kept throughout, the loss is about 2.5 eV, or 6% of 40 eV. This is a rough size only: the relative path stands in for the distances the two atoms travel in the laboratory, and the stopping formula is extrapolated to a very low speed. Pushing one atom towards its neighbour to 0.1466 nm, with all other atoms frozen, changes its energy with those others by 0.95 eV. Thermal energy at 300 K is 0.026 eV. In this example these effects are corrections to the sound wall, whereas the false barrier of the rejected join changes which separations the pair can reach.
